# Wigner-Smith and dwell-time matrices: the interference term near channel thresholds

**Q:** The Wigner-Smith matrix is built from the outgoing amplitudes far from a scatterer. The dwell-time matrix is built from the wave function inside it. Why should they be related at all?

**A:** Because both follow from how a scattering state changes with energy. Let planes fixed in space bound an interior region $\Omega$. Outside them, each lead has fixed orthonormal transverse modes $c$ with threshold energies $\epsilon_c$. The Hamiltonian $H$ is Hermitian and independent of energy, with kinetic term $-\frac12\nabla^2$ and a potential that may couple the modes. I use Hartree atomic units, $\hbar=m=1$, and restore $\hbar$ in the result. The two matrices are

$$Q=-i\,S^\dagger\dot S,\qquad D_{mn}=\int_\Omega\psi_m^*\psi_n ,$$

where the dot is $d/dE$ and $\psi_n$ is the state with unit incoming flux in open channel $n$.

**Q:** In what sense is $Q$ a time?

**A:** Write $S_{dn}=r_d e^{i\theta_d}$ for the amplitude leaving in $d$ after entering in $n$. Then $-iS_{dn}^*\dot S_{dn}=r_d^2\dot\theta_d-i r_d\dot r_d$. Unitarity gives $\sum_d r_d^2=1$, so $\sum_d r_d\dot r_d=0$ and

$$Q_{nn}=\sum_d |S_{dn}|^2\,\dot\theta_d .$$

The stationary-phase delay of a narrow-band packet leaving in $d$ is $\dot\theta_d$. So $Q_{nn}$ is the delay between the planes, averaged over the exits. $D_{nn}$ is the probability stored in $\Omega$ per unit incoming flux, which is also a time.

**Q:** Then show me the link, without assuming that the two times agree.

**A:** Differentiate $(H-E)\psi_n=0$ with respect to $E$:

$$(H-E)\dot\psi_n=\psi_n .$$

Multiply by $\psi_m^*$, integrate over $\Omega$, and subtract the vanishing integral of $[(H-E)\psi_m]^*\dot\psi_n$. The Hermitian potential cancels, as does $E$. Green's identity turns the kinetic part into a surface term. Hard side walls contribute nothing, since $\psi_m$ and $\dot\psi_n$ vanish there. Mode orthonormality leaves

$$D_{mn}=-\tfrac12\sum_c\left[\varphi_{cm}^*\,\dot\varphi'_{cn}-\varphi_{cm}'^{\,*}\,\dot\varphi_{cn}\right].$$

Here $\varphi_{cn}$ is the mode-$c$ component of $\psi_n$ at its plane, and $\varphi'_{cn}$ its slope along the outward coordinate $x$, with $x=0$ on the plane.

**Q:** The surface term contains energy derivatives of the normalization too. Do those drop out?

**A:** They do, but only after cancelling against part of the slope derivative. The extra term comes from the energy dependence of the wave number in the slopes. To see this, keep every derivative. In an open channel $k_c^2=2(E-\epsilon_c)$, and unit flux requires

$$\psi_n\big|_c=k_c^{-1/2}\left[\delta_{cn}e^{-ik_cx}+S_{cn}e^{ik_cx}\right].$$

With $k$ a diagonal matrix, the boundary values are $\varphi=k^{-1/2}(1+S)$ and $\varphi'=ik^{1/2}(S-1)$. Since $\dot k=k^{-1}$,

$$\dot\varphi=k^{-1/2}\dot S-\tfrac12k^{-5/2}(1+S),\qquad
\dot\varphi'=ik^{1/2}\dot S+\tfrac i2k^{-3/2}(S-1).$$

Put $K=k^{-2}$. Using $\varphi'^\dagger=-i(S^\dagger-1)k^{1/2}$, the two products are

$$\varphi^\dagger\dot\varphi'=i(1+S^\dagger)\dot S+\tfrac i2(1+S^\dagger)K(S-1),$$

$$\varphi'^\dagger\dot\varphi=-i(S^\dagger-1)\dot S+\tfrac i2(S^\dagger-1)K(1+S).$$

In their difference the $\dot S$ terms add to $2iS^\dagger\dot S$. The others are

$$\tfrac i2\left[(KS-K+S^\dagger KS-S^\dagger K)-(S^\dagger K+S^\dagger KS-K-KS)\right]=i(KS-S^\dagger K).$$

Multiplying by $-\frac12$, the open channels contribute to $D$

$$-iS^\dagger\dot S-\tfrac i2(KS-S^\dagger K)=Q-I,\qquad I=\tfrac i2(KS-S^\dagger K).$$

Differentiating only the normalization factors $k^{-1/2}$ contributes $\frac i2(S^\dagger KS-K)$ to $D$. Differentiating the factor $k$ in the slopes contributes the opposite of this, plus $-I$.

**Q:** You have summed over open channels. The wave also has evanescent components at the planes.

**A:** In a closed channel the component is $a_{cn}e^{-\kappa_cx}$, with $\kappa_c^2=2(\epsilon_c-E)$ and $\dot\kappa=-\kappa^{-1}$. Hence $\varphi=a$, $\varphi'=-\kappa a$ and $\dot\varphi'=\kappa^{-1}a-\kappa\dot a$, so

$$\varphi^\dagger\dot\varphi'-\varphi'^\dagger\dot\varphi
=a^\dagger\kappa^{-1}a-a^\dagger\kappa\dot a+a^\dagger\kappa\dot a=a^\dagger\kappa^{-1}a .$$

The contribution to $D$ is $-T$, where

$$T=a^\dagger(2\kappa)^{-1}a,\qquad T_{mn}=\sum_{c\,\rm closed}\int_0^\infty a_{cm}^*a_{cn}e^{-2\kappa_cx}\,dx$$

is the overlap of the tails outside $\Omega$. Thus $D=Q-I-T$. With $K=[2(E-\epsilon)]^{-1}$ and $\hbar$ restored,

$$\boxed{Q=D+T+\frac{i\hbar}{4}\left[(E-\epsilon)^{-1}S-S^\dagger(E-\epsilon)^{-1}\right]}$$

where $\epsilon$ is the diagonal matrix of open thresholds. The energy must not lie on a threshold. Time-reversal symmetry was not used.

**Q:** Why call the last term interference? It came from differentiating the wave number in the slopes.

**A:** It is also the incoming-outgoing cross term of the overlap in the leads. That cross term is

$$\sum_c\frac1{k_c}\left[\delta_{cm}S_{cn}e^{2ik_cx}+S_{cm}^*\delta_{cn}e^{-2ik_cx}\right].$$

Integrate from $x=0$ to infinity with a factor $e^{-\eta x}$, then let $\eta\to0^+$. The integral of $e^{2ikx}$ becomes $i/(2k)$, and that of its conjugate $-i/(2k)$. The result is

$$I_{mn}=\frac i2\left(\frac{S_{mn}}{k_m^2}-\frac{S_{nm}^*}{k_n^2}\right),\qquad I_{nn}=-\frac{\operatorname{Im}S_{nn}}{k_n^2}.$$

The diagonal element needs reflection into the entrance channel. Since $|S_{nn}|\le1$, it is bounded by $1/k_n^2$, so it becomes small far above threshold.

**Q:** Give me a case where I can check the sign by hand.

**A:** Take one channel and a hard wall at $x=-L$. The wave vanishes there if $e^{ikL}+Se^{-ikL}=0$, so $S=-e^{2ikL}$. Then $\dot S=(2iL/k)S$ and $Q=2L/k$, the time to the wall and back at speed $k$. The density is $(4/k)\sin^2[k(x+L)]$, which gives

$$D=\frac4k\int_0^L\sin^2(ky)\,dy=\frac{2L}{k}-\frac{\sin 2kL}{k^2}.$$

The missing part is $I=-\operatorname{Im}S/k^2=+\sin(2kL)/k^2$, as required. For small $k$, expanding the sine to third order gives $D\to4kL^3/3$, while $Q=2L/k$ diverges. Near threshold the interior is almost empty, yet the delay is long.

**Q:** One channel with total reflection is special. Does the same happen when a new channel opens beside channels that already conduct?

**A:** Yes, with a stronger effect off the diagonal. Let $c$ now label the channels that open at one common threshold, with common small $k$, and $o$ those already open. Take any other closed channels to have higher thresholds. Eliminating the outgoing waves in $o$ and these closed channels leaves a linear relation at the planes,

$$\varphi_c=\zeta\varphi_c'+a_0\,b_o,$$

where $b_o$ holds the unit-flux incoming amplitudes in $o$. I assume that no half-bound state exists at threshold: no nonzero $\varphi_c$ with $\varphi'_c=0$ and $b_o=0$. Then $\zeta$ and $a_0$ are finite there. They vary smoothly with $E$, because the eliminated channels are not at threshold, so I use their threshold values at leading order.

For incidence in $c$, $b_o=0$. Inserting the boundary values gives $1+S_{cc}=ik\zeta(S_{cc}-1)$, hence

$$S_{cc}=-(1-ik\zeta)^{-1}(1+ik\zeta)=-1-2ik\zeta+O(k^2).$$

For incidence in $o$, $\varphi_c=k^{-1/2}S_{co}$ and $\varphi'_c=ik^{1/2}S_{co}$, hence

$$S_{co}=k^{1/2}(1-ik\zeta)^{-1}a_0=k^{1/2}a_0+O(k^{3/2}).$$

**Q:** Are $\zeta$ and $a_0$ independent?

**A:** Not entirely. In $S_{cc}S_{cc}^\dagger+S_{co}S_{co}^\dagger=1$, the terms of order $k$ give

$$2i(\zeta-\zeta^\dagger)+a_0a_0^\dagger=0,\qquad a_0a_0^\dagger=-2i(\zeta-\zeta^\dagger).$$

The anti-Hermitian part of $\zeta$ describes loss from the new channels into the old ones.

**Q:** Now which part of $Q$ diverges, and which term carries it?

**A:** For incidence in $c$, the interior wave is driven by $\varphi'_c\approx-2ik^{1/2}$, so its amplitude is $O(k^{1/2})$ and $D_{cc}=O(k)$. For incidence in $o$ the interior wave stays finite, so $D_{co}=O(k^{1/2})$. Tails in any channels that remain closed scale with the interior wave, and their $\kappa$ stays nonzero, so $T$ has the same orders as $D$. The interference term gives

$$Q_{cc}\simeq\frac{i}{2k^2}(S_{cc}-S_{cc}^\dagger)\simeq\frac{\zeta+\zeta^\dagger}{k},\qquad
Q_{co}\simeq\frac{i}{2k^2}S_{co}\simeq\frac{i\,a_0}{2k^{3/2}} .$$

The other part of $I_{co}$ contains $S_{oc}^\dagger/k_o^2$. It is $O(k^{1/2})$, because $S_{oc}^\dagger S_{oc}=1-S_{cc}^\dagger S_{cc}=O(k)$. The block $Q_{oo}$ stays finite, since its $D$, $T$ and $I$ parts do. The hard wall has $\zeta=L$ and recovers $Q=2L/k$.

**Q:** An off-diagonal element larger than the diagonal ones would make $Q$ indefinite. Do you accept negative delays?

**A:** Yes, if $a_0\ne0$. The leading matrix has only the off-diagonal blocks $Q_{co}$ and $Q_{co}^\dagger$. Its nonzero eigenvalues are $\pm s/(2k^{3/2})$, with $s$ the nonzero singular values of $a_0$. The remainder is $O(1/k)$, so it cannot change the signs of these eigenvalues close enough to threshold. If no closed channels remain, $T=0$; in any case $D$ and $T$ are positive semidefinite. A negative expectation value of $Q$ therefore requires a negative one of $I$.

The corresponding incident state is a superposition of old and new channels. Resolving energies within $E-\epsilon_c=k^2/2$ of threshold takes a packet of duration of order $2/k^2$ or longer. The advance, of order $k^{-3/2}$, is a vanishing fraction of that duration. A packet narrow in energy leaves slightly earlier, with its long profile almost unchanged. This does not mean that a particle leaves before it arrives.

**Q:** What happens just below the threshold, where channel $c$ has no flux?

**A:** There $\varphi'_c=-\kappa\varphi_c$, so the same linear relation gives $a=(1+\kappa\zeta)^{-1}a_0$. The long tail yields

$$Q_{oo}\simeq T_{oo}\simeq\frac{a_0^\dagger a_0}{2\kappa},$$

while $D_{oo}$ and $I_{oo}$ remain finite. The singularity thus changes its carrier: stored evanescent probability below threshold, interference above it.

**Q:** I would like numbers for a case without special symmetry.

**A:** Take two leads, left L and right R, with two channels each. The thresholds are $0$ and $0.30\,E_h$. Between the planes lie two layers, of widths 2.0 and 1.5 bohr, with

$$V_1=\begin{pmatrix}-0.40&0.20\\0.20&-0.30\end{pmatrix}E_h,\qquad
V_2=\begin{pmatrix}0.10&0.15i\\-0.15i&-0.50\end{pmatrix}E_h,$$

added to the threshold energies. These are chosen model parameters. The imaginary coupling makes $S$ nonsymmetric, which distinguishes $S_{mn}$ from $S_{nm}$ in $I$.

At $E=0.45\,E_h$ all four channels are open, with $k_1^2=0.90$ and $k_2^2=0.30$ in atomic units. For channel 2 on the left, $\operatorname{Im}S=0.2783$, so

$$I_{L2,L2}=-\frac{0.2783}{0.30}=-0.928,\qquad Q_{L2,L2}=4.609-0.928=3.682$$

in units of $\hbar/E_h$, up to rounding. This delay is 89.1 as. For the off-diagonal element,

$$I_{L2,L1}=\frac i2\left[\frac{-0.0169+0.0371i}{0.30}-\frac{0.2719-0.0501i}{0.90}\right]=-0.090-0.179i .$$

Adding $D_{L2,L1}=0.308+0.314i$ gives $Q_{L2,L1}=0.219+0.135i$, again up to rounding. Omitting $I$ altogether makes an error of 36% relative to the Frobenius norm of $Q$.

**Q:** That arithmetic could still hide a common error in both sides.

**A:** Both sides start from the same scattering solution, but neither is computed from the identity: $Q$ comes from finite differences of $S$, and $D$ from quadrature of the interior waves. The identity was tested at twelve energies on both sides of the upper threshold. The largest mismatch was $1.2\times10^{-7}$, relative to the norm of $Q$ at the same energy.

**Q:** Does the approach to threshold follow your powers of $k$?

**A:** These are the values for L2 above threshold, in $\hbar/E_h$:

| $E-\epsilon_2$ ($E_h$) | $D$ | $I$ | $Q$ |
|---|---:|---:|---:|
| $5$ | 1.064 | 0.002 | 1.066 |
| $10^{-2}$ | 9.43 | 15.9 | 25.3 |
| $10^{-6}$ | 0.391 | 8813 | 8814 |
| $10^{-8}$ | 0.0396 | 89261 | 89261 |

From the third row to the fourth, $k$ falls tenfold. $D$ falls and $Q$ rises by nearly the same factor. The second row is outside the limiting regime: $k=0.141$ and $|\zeta_{LL}|=7.18$ bohr, so $k|\zeta_{LL}|\approx1$ is not small.

A separate calculation at threshold gives $\operatorname{Re}\zeta_{LL}=6.321$ bohr. At $10^{-8}\,E_h$ above it, $k=1.414\times10^{-4}$, and the limit predicts

$$Q_{L2,L2}\simeq\frac{2(6.321)}{1.414\times10^{-4}}\simeq8.94\times10^4,$$

against $8.93\times10^4$ computed. The unitarity relation can be checked through its trace. Four times the sum of $\operatorname{Im}\zeta_{LL}=3.398$ and $\operatorname{Im}\zeta_{RR}=1.609$ is 20.03. The squared singular values of $a_0$ give $4.439^2+0.566^2=20.03$.

**Q:** And the negative eigenvalues?

**A:** At the same energy the extreme eigenvalues are $-1.255\times10^6$ and $+1.386\times10^6$. Half their separation is $1.320\times10^6$, and $s_{\max}/(2k^{3/2})$ with $s_{\max}=4.439$ gives the same figure to four digits. Their mean, $6.5\times10^4$, is the lack of symmetry allowed by the $O(1/k)$ remainder. The duration scale $2/k^2$ is $10^8$, far longer than the advance.

Below threshold, channel L1 shows the tail. At $10^{-8}\,E_h$ below, $D=4.10$, $I=0.56$ and $T=1728.59$, which sum to $Q=1733.25$. At $10^{-6}\,E_h$ below, $T$ is 172, as the $1/\kappa$ law requires to leading order. The limiting coefficients of $Q_{cc}$, $Q_{co}$, the eigenvalue spread and $Q_{oo}$ were each tested. At $10^{-8}\,E_h$ from threshold their relative errors are about 0.2% or less.

**Q:** Where would you refuse to use the identity?

**A:** If the potential depends on energy, differentiation gives $(H-E)\dot\psi_n=(1-\dot V)\psi_n$. The interior overlap must then carry the weight $1-\dot V$, and $D$ alone is wrong. If the potential absorbs, it no longer cancels in Green's identity, and $S$ is not unitary. If a half-bound state sits at threshold, the identity still holds on either side, but $\zeta$ or $a_0$ need not be finite and the limiting powers above cannot be assumed. Finally, $D$, $T$, $I$ and $Q$ all refer to the chosen planes, so values computed with different planes must not be combined.

## Values computed for the example and the checks

```
Channel thresholds (E_h): [0.  0.3]
Layer widths (a0): [2.0, 1.5]
Layer 1: V11, V22, V12 (E_h): -0.4 -0.3 (0.2+0j)
Layer 2: V11, V22, V12 (E_h): 0.1 -0.5 0.15j
Example energy (E_h): 0.45
k1, k2 (1/a0): 0.948683, 0.547723
S(L2,L2), dimensionless: 0.041293+0.278255i
S(L2,L1), dimensionless: -0.016912+0.037068i
S(L1,L2), dimensionless: 0.271878+0.050108i
Norm of S minus transpose: 1.109460
Q diagonal L1,L2,R1,R2 (hbar/E_h): [3.70617 3.68178 3.51684 3.13335]
Q(L2,L1) (hbar/E_h): 0.218681+0.135078i
D diagonal L1,L2,R1,R2 (hbar/E_h): [3.38945 4.60929 3.46738 3.40947]
D(L2,L1) (hbar/E_h): 0.308299+0.314308i
I diagonal L1,L2,R1,R2 (hbar/E_h): [ 0.31672 -0.92752  0.04946 -0.27611]
I(L2,L1) (hbar/E_h): -0.089618-0.179230i
Q(L2,L2) (as): 89.0579
Relative error if I is omitted: 0.36027
Largest relative identity error, all energies: 1.24e-07
Above: E-threshold (E_h); D,I,Q at L2,L2; |Q(L2,L1)| (hbar/E_h)
5.0e+00  1.06375e+00  2.23377e-03  1.06599e+00  1.33829e-02
5.0e-01  2.70768e+00  -8.81151e-02  2.61956e+00  1.74933e-01
1.5e-01  4.60929e+00  -9.27517e-01  3.68178e+00  2.57036e-01
1.0e-02  9.42739e+00  1.59038e+01  2.53312e+01  1.34031e+00
1.0e-04  3.42871e+00  7.69566e+02  7.72995e+02  6.16080e+01
1.0e-06  3.91277e-01  8.81336e+03  8.81375e+03  2.32223e+03
1.0e-08  3.96228e-02  8.92605e+04  8.92606e+04  7.47873e+04
Below: E-threshold (E_h); D,T,I,Q at L1,L1 (hbar/E_h)
-5.0e-02  4.73810e+00  7.79576e-01  5.89346e-01  6.10702e+00
-1.0e-02  4.25111e+00  1.31437e+00  5.48340e-01  6.11382e+00
-1.0e-04  4.11288e+00  1.60302e+01  5.49493e-01  2.06926e+01
-1.0e-06  4.10176e+00  1.71547e+02  5.57417e-01  1.76206e+02
-1.0e-08  4.10059e+00  1.72859e+03  5.58408e-01  1.73325e+03
zeta(L,L), zeta(R,R) (a0): 6.320517+3.397861i 2.861527+1.608799i
a0 matrix singular values (atomic units): [4.439135 0.566323]
Q eigenvalues 1e-8 E_h above threshold (hbar/E_h):
[-1254989.23024  -169000.6275    167734.51744  1385953.53637]
Limit errors at 1e-6 E_h: Qcc, Qco, eigenvalue spread, Qoo below
[0.014 0.015 0.005 0.023]
Same limit errors at 1e-8 E_h:
[0.001 0.001 0.001 0.002]
```
